\section*{Hyperfine-Induced E1 Decay of 2 3P0 in Helium-Like Ions, part 1}

(Sections cited here and not found follow in the second part.)

\section{Hyperfine mixing and the rate for separated levels}

\textbf{Q:} The level $2\,^3P_0$ of a helium-like ion has $J=0$, and so has the ground state $1\,^1S_0$. A single photon carries at least one unit of angular momentum, so it cannot connect them. How can a nucleus open an electric-dipole line between two levels that lie in the electron shell?

\textbf{A:} The rule forbids $J=0\to J=0$ as long as $J$ is conserved. With a nuclear spin $I$, the conserved quantity is $\mathbf F=\mathbf J+\mathbf I$. Both levels have $F=I$, and for $I\ge\tfrac12$ a photon may connect $F=I$ with $F=I$. The nuclear magnetic moment mixes some $J=1$ character into $2\,^3P_0$, and this part can radiate to the ground state. For $I=0$ there is no magnetic moment and the route is closed.

I leave out two-photon decay. The ordinary E1 decay to $2\,^3S_1$ is kept; it competes with the new line and has a rate $\gamma$.

\textbf{Q:} Which $J=1$ levels do you admit?

\textbf{A:} The two of the configuration $1s2p$. The hyperfine interaction conserves parity, which excludes $2\,^3S_1$, and the levels $1snp$ with $n>2$ lie further away and are left out. I use the pure $LS$ states as a basis and write $T$ for $^3P_1$ and $S$ for $^1P_1$. The real levels called $2\,^3P_1$ and $2\,^1P_1$ are mixtures of $T$ and $S$, and I call them $a$ and $b$. The magnetic hyperfine interaction has the form
\begin{equation}
H_{\rm hf}=\sum_j \mathcal T_j I_j ,
\end{equation}
where $\mathcal T_j$ is a vector operator of the electrons. A vector operator acting on a $J=0$ state $|0\rangle$ gives a $J=1$ state that itself transforms as a Cartesian vector. Hence, within $1s2p$,
\begin{equation}
\mathcal T_j|0\rangle=t_T|T_j\rangle+t_S|S_j\rangle ,\qquad j=x,y,z .
\end{equation}
The $J=2$ level does not appear at first order in this interaction.

\textbf{Q:} I expected a $6j$ symbol for the coupling to the nucleus.

\textbf{A:} It can be avoided here. For $k=T,S$, define
\begin{equation}
|k;IM\rangle=\frac{1}{\sqrt{I(I+1)}}\sum_j|k_j\rangle I_j|IM\rangle .
\end{equation}
The scalar product of two vectors leaves the total angular momentum unchanged, so this state has $F=I$, like $|0\rangle|IM\rangle$. Its norm is one, because $\langle k_i|k_j\rangle=\delta_{ij}$ and $\sum_jI_j^2=I(I+1)$. Therefore
\begin{equation}
H_{\rm hf}|0\rangle|IM\rangle=\sum_k W_k|k;IM\rangle,
\qquad W_k=t_k\sqrt{I(I+1)} .
\end{equation}
A rotationally invariant electronic operator $h$ has $\langle T_i|h|S_j\rangle=v\,\delta_{ij}$. Between the states $|T;IM\rangle$ and $|S;IM\rangle$ it has the same element $v$, since the nuclear factor is again $\sum_jI_j^2/[I(I+1)]=1$.

\textbf{Q:} Then everything rests on $t_T$ and $t_S$. Their relative sign will matter if two paths interfere. How do you fix it?

\textbf{A:} By writing the states out. Let $\mathbf s_1$ be the spin of the $1s$ electron and $\mathbf s_2$ that of the $2p$ electron. The orbitals are orthogonal and the operators I need are one-electron operators that do not turn $1s$ into $2p$. Antisymmetrization then gives the same elements as spins labelled by orbital.

Let $|\sigma\rangle$ be the spin singlet, and define the three triplet states by
\begin{equation}
|\Sigma_j\rangle=(s_{1j}-s_{2j})|\sigma\rangle .
\end{equation}
They are normalized, because $(s_{1j}-s_{2j})^2=\tfrac12-2s_{1j}s_{2j}$ and the singlet has $\langle s_{1j}s_{2j}\rangle=-\tfrac14$. The total spin rotates them as a vector, $(s_{1j}+s_{2j})|\Sigma_i\rangle=i\sum_k\epsilon_{jik}|\Sigma_k\rangle$. The difference of the spins changes sign when the spins are exchanged, so it takes a triplet to the singlet: $(s_{1j}-s_{2j})|\Sigma_i\rangle=\delta_{ij}|\sigma\rangle$. Half the sum and half the difference of these relations give
\begin{align}
s_{1j}|\Sigma_i\rangle&=\frac i2\sum_k\epsilon_{jik}|\Sigma_k\rangle+\frac12\delta_{ij}|\sigma\rangle,\\
s_{2j}|\Sigma_i\rangle&=\frac i2\sum_k\epsilon_{jik}|\Sigma_k\rangle-\frac12\delta_{ij}|\sigma\rangle .
\end{align}
With real $p$ orbitals $|p_i\rangle$, the normalized states are
\begin{equation}
|0\rangle=\frac1{\sqrt3}\sum_i|p_i\rangle|\Sigma_i\rangle,\quad
|T_j\rangle=\frac{i}{\sqrt2}\sum_{ik}\epsilon_{jik}|p_i\rangle|\Sigma_k\rangle,\quad
|S_j\rangle=|p_j\rangle|\sigma\rangle .
\end{equation}
The spin of the $1s$ electron acts as
\begin{align}
s_{1j}|0\rangle&=\frac1{\sqrt3}\left[\frac i2\sum_{ik}\epsilon_{jik}|p_i\rangle|\Sigma_k\rangle+\frac12|p_j\rangle|\sigma\rangle\right]\nonumber\\
&=\frac1{\sqrt6}|T_j\rangle+\frac1{\sqrt{12}}|S_j\rangle .
\end{align}
In the last step the double sum, taken without its prefactor $i/2$, was replaced by $\sqrt2\,|T_j\rangle/i$.

\textbf{Q:} That is the contact term of the $1s$ electron. The $2p$ electron also feels the nuclear moment.

\textbf{A:} It does. The nonrelativistic interaction is
\begin{equation}
H_{\rm hf}=A_s\,\mathbf I\cdot\mathbf s_1+A_p\,\mathbf I\cdot\mathbf N,\qquad
\mathbf N=\mathbf l-\mathbf s_2+3\,\mathbf n(\mathbf n\cdot\mathbf s_2),
\end{equation}
with $\mathbf l$ the orbital angular momentum of the $2p$ electron in units of $\hbar$ and $\mathbf n$ its direction from the nucleus. With a common factor $K$ that contains the nuclear moment, $A_s=K(8\pi/3)|\psi_{1s}(0)|^2$ and $A_p=K\langle r^{-3}\rangle_{2p}$.

The orbital part uses $l_j|p_i\rangle=i\sum_k\epsilon_{jik}|p_k\rangle$. Exchanging the names $i$ and $k$ reverses the sign of $\epsilon$:
\begin{equation}
l_j|0\rangle=\frac{i}{\sqrt3}\sum_{ik}\epsilon_{jik}|p_k\rangle|\Sigma_i\rangle
=-\frac{i}{\sqrt3}\sum_{ik}\epsilon_{jik}|p_i\rangle|\Sigma_k\rangle
=-\frac2{\sqrt6}|T_j\rangle .
\end{equation}

For the dipole part, $p_a=\sqrt{3/4\pi}\,n_a$, and the average of $n_an_bn_in_j$ over the sphere is $(\delta_{ab}\delta_{ij}+\delta_{ai}\delta_{bj}+\delta_{aj}\delta_{bi})/15$. Hence
\begin{equation}
\langle p_a|n_in_j|p_b\rangle=\frac15(\delta_{ab}\delta_{ij}+\delta_{ai}\delta_{bj}+\delta_{aj}\delta_{bi}).
\end{equation}
Inside the $p$ shell the spin terms of $N_j$ then act on $|p_b\rangle$ as
\begin{equation}
-\frac25|p_b\rangle s_{2j}+\frac35|p_j\rangle s_{2b}+\frac35\delta_{jb}\sum_k|p_k\rangle s_{2k},
\end{equation}
where $-1+\tfrac35=-\tfrac25$. Applied to $|0\rangle$, the three spin structures, without their prefactors, are
\begin{align}
X_1&=s_{2j}|0\rangle=\frac1{\sqrt6}|T_j\rangle-\frac1{\sqrt{12}}|S_j\rangle,\\
X_2&=\frac1{\sqrt3}|p_j\rangle\sum_b s_{2b}|\Sigma_b\rangle
=-\frac{3}{2\sqrt3}|p_j\rangle|\sigma\rangle=-\frac3{\sqrt{12}}|S_j\rangle,\\
X_3&=\frac1{\sqrt3}\sum_k|p_k\rangle s_{2k}|\Sigma_j\rangle
=-\frac1{\sqrt6}|T_j\rangle-\frac1{\sqrt{12}}|S_j\rangle .
\end{align}
In $X_2$ the $\epsilon$ term vanishes because two of its indices are equal. In $X_3$ the sign of the triplet part comes from $\epsilon_{kjm}=-\epsilon_{jkm}$. The combination $-\tfrac25X_1+\tfrac35(X_2+X_3)$ has triplet coefficient $(-\tfrac25-\tfrac35)/\sqrt6=-1/\sqrt6$ and singlet coefficient $(\tfrac25-\tfrac95-\tfrac35)/\sqrt{12}=-2/\sqrt{12}$. With the orbital part,
\begin{equation}
N_j|0\rangle=-\frac3{\sqrt6}|T_j\rangle-\frac2{\sqrt{12}}|S_j\rangle .
\end{equation}
The two hyperfine elements are therefore
\begin{equation}
W_T=(A_s-3A_p)\sqrt{\frac{I(I+1)}6},\qquad
W_S=(A_s-2A_p)\sqrt{\frac{I(I+1)}{12}} .
\end{equation}

\textbf{Q:} How large is the $2p$ correction?

\textbf{A:} For hydrogenic orbitals of the same charge $Z$, in atomic units, $|\psi_{1s}(0)|^2=Z^3/\pi$, so $A_s/K=8Z^3/3$. The radial function of $2p$ gives
\begin{equation}
\langle r^{-3}\rangle_{2p}=\frac{Z^5}{24}\int_0^\infty r\,e^{-Zr}\,dr=\frac{Z^3}{24}.
\end{equation}
The ratio is $A_p/A_s=1/64$. The correction is then about 5\% in $W_T$ and 3\% in $W_S$, relative to the $1s$ term. Screening of the $2p$ electron is not included in this ratio.

\textbf{Q:} The triplet $T$ cannot radiate to a singlet ground state if the dipole operator ignores spin. You need singlet character from somewhere.

\textbf{A:} Within $1s2p$ there are two sources: $W_S$ puts $S$ directly into $2\,^3P_0$, and the coupling $v$ turns an admixture of $T$ into $S$. I neglect the hyperfine mixing of excited triplets into the ground state, which is suppressed by the much larger excitation energy. In an ion, $v$ and the energies $E_0,E_T,E_S$ come from the Coulomb and Breit interactions. The part due to the nuclear field is $\zeta\,\mathbf l\cdot\mathbf s_2$, and its elements follow from the same states. Since $(s_{1j}+s_{2j})|\sigma\rangle=0$, we have $s_{2j}|\sigma\rangle=-\tfrac12|\Sigma_j\rangle$, and
\begin{equation}
\mathbf l\cdot\mathbf s_2|S_i\rangle=-\frac i2\sum_{jk}\epsilon_{jik}|p_k\rangle|\Sigma_j\rangle
=-\frac i2\sum_{jk}\epsilon_{ikj}|p_k\rangle|\Sigma_j\rangle=-\frac1{\sqrt2}|T_i\rangle .
\end{equation}
So $v=-\zeta/\sqrt2$, and $S$ has no diagonal shift. Between triplets $\mathbf s_2$ acts as half the total spin, which gives the diagonal value $\zeta[J(J+1)-4]/4$: $-\zeta$ for $^3P_0$ and $-\zeta/2$ for $T$.

\textbf{Q:} Now put the pieces together, for levels far apart compared with their widths.

\textbf{A:} Write the perturbed state as $|0\rangle+x_T|T\rangle+x_S|S\rangle$, with the nuclear part understood. To first order in the hyperfine coupling its energy stays at $E_0$, and the $T$ and $S$ components of the eigenvalue equation are
\begin{align}
(E_0-E_T)x_T-v\,x_S&=W_T,\\
-v\,x_T+(E_0-E_S)x_S&=W_S .
\end{align}
Multiply the second by $E_0-E_T$, the first by $v$, and add; $x_T$ drops out:
\begin{equation}
x_S=\frac{(E_0-E_T)W_S+vW_T}{(E_0-E_T)(E_0-E_S)-v^2} .
\end{equation}
The denominator is the determinant of $E_0$ minus the $J=1$ energy matrix, so it equals $(E_0-E_a)(E_0-E_b)$.

Let $A_S$ be the E1 rate of pure $S$ to the ground state. The dipole operator takes $|S_j\rangle$ to the ground state with polarization $j$. For $|S;IM\rangle$ the summed strength contains $\langle IM|\sum_jI_j^2|IM\rangle/[I(I+1)]=1$, so the nuclear spin leaves the rate unchanged. Hence
\begin{equation}
A_{\rm HF}=A_S\,x_S^2 .
\end{equation}

\textbf{Q:} At which photon energy is $A_S$ taken? The three levels do not emit the same photon.

\textbf{A:} At the energy $\hbar\omega_0$ of the photon emitted by $2\,^3P_0$. In the long-wave limit an E1 rate is $\omega^3$ times a squared dipole element. If level $k=a,b$ has singlet amplitude $u_{kS}$ and emits at $\omega_k$, its own rate is $u_{kS}^2A_S(\omega_k/\omega_0)^3$. A rate known for the level itself must therefore be multiplied by $(\omega_0/\omega_k)^3$ before it is used here.

\textbf{Q:} The name $2\,^3P_1$ has vanished from your formula. Is the $2\,^1P_1$ path not negligible, being so far away in energy?

\textbf{A:} Let us separate the paths. With a mixing angle $\theta$,
\begin{align}
|a\rangle&=\cos\theta|T\rangle+\sin\theta|S\rangle,& W_a&=\cos\theta\,W_T+\sin\theta\,W_S,\\
|b\rangle&=\cos\theta|S\rangle-\sin\theta|T\rangle,& W_b&=\cos\theta\,W_S-\sin\theta\,W_T,
\end{align}
and expansion in these eigenstates gives
\begin{equation}
x_S=\frac{\sin\theta\,W_a}{E_0-E_a}+\frac{\cos\theta\,W_b}{E_0-E_b} .
\end{equation}
The near level has a small denominator, but its singlet amplitude $\sin\theta$ is small too. Take spin-orbit coupling by $\zeta$ alone, neglect $A_p$, and put the triplet at zero and the singlet at $E_S$ before $\zeta$ acts. Then $W_T=\sqrt2\,W_S$, and for $\zeta\ll E_S$ first-order mixing gives $\sin\theta\approx v/(E_T-E_S)\approx\zeta/(\sqrt2E_S)$. The path through $a$ contributes
\begin{equation}
-\frac{\zeta}{\sqrt2E_S}\,\frac{\sqrt2\,W_S}{\zeta/2}=-\frac{2W_S}{E_S},
\end{equation}
and the path through $b$ contributes $-W_S/E_S$. The fine structure cancels from the first, so the ratio stays at 2:1 however weak the spin-orbit coupling is, provided the gap stays large compared with $W_T$. In a light ion the rest of the Breit interaction changes $v$ and the gap differently, and the ratio changes with them.

\textbf{Q:} Show me numbers.

\textbf{A:} Take a model with $I=\tfrac12$, $\zeta=0.02$ eV, $E_S=4$ eV, $A_S=10^{12}\ {\rm s^{-1}}$, $A_s=10^{-4}$ eV and $A_p=A_s/64$. Then
\begin{align}
W_T&=10^{-4}\left(1-\tfrac3{64}\right)\sqrt{\tfrac{0.75}{6}}=3.37\times10^{-5}\ {\rm eV},\\
W_S&=10^{-4}\left(1-\tfrac2{64}\right)\sqrt{\tfrac{0.75}{12}}=2.42\times10^{-5}\ {\rm eV}.
\end{align}
Diagonalizing the $2\times2$ matrix of $T$ and $S$ puts $a$ at 0.00995 eV and $b$ at 4.02 eV above $2\,^3P_0$. The singlet amplitudes are $-1.20\times10^{-5}$ through $a$ and $-0.60\times10^{-5}$ through $b$. Their sum is $-1.80\times10^{-5}$, and $A_{\rm HF}=323\ {\rm s^{-1}}$. The path through $a$ alone would give 143, and the path through $b$ alone 36. The remaining 144 is interference, so leaving out the distant level loses more than half of the rate.

For levels far apart compared with their widths, we now have the hyperfine-induced decay rate of $2\,^3P_0$ to the ground state, with the interfering paths through $2\,^3P_1$ and $2\,^1P_1$ both included. What remains is to include the radiative widths, which matter when the levels come close or overlap.
